# Third Zemach moment and nuclear-size shift of 1S and 2S levels, part 2

A particle of mass $m$ and charge $-e$ is bound to an infinitely heavy, spinless, rigid nucleus of charge $Ze$. The motion is nonrelativistic. We seek the 1S and 2S shifts through third order in the nuclear size.

Formulas use $\hbar=c=1$, with $a_B=1/(Z\alpha m)$ and $\epsilon=R/a_B=Z\alpha mR$. The spherical charge density $\rho\ge0$ has unit norm, $R^2=\langle r^2\rangle$ and form factor $G(q)=\int\rho\,e^{-i\mathbf q\cdot\mathbf r}d^3r$. The separation $s=|\mathbf r-\mathbf r'|$ of two independent points, with $\mu$ the cosine of the angle between $\mathbf r$ and $\mathbf r'$, has density $\rho_2(s)$, $\langle s^2\rangle=2R^2$ and third Zemach moment $\langle r^3\rangle_{(2)}=\langle s^3\rangle$. Also $c_3=\langle r^3\rangle_{(2)}/R^3$ and $m_3=\langle r^3\rangle/R^3$.

The shapes are

$$\rho_{\rm E}(r)=\frac{e^{-r/a}}{8\pi a^3},\qquad \rho_{\rm G}(r)=\frac{e^{-r^2/2\sigma^2}}{(2\pi\sigma^2)^{3/2}} .$$

Exactly, $c_3^{\rm E}=\frac{35\sqrt3}{16}=3.7889$ and $c_3^{\rm G}=\frac{32}{3\sqrt{3\pi}}=3.4745$; $m_3$ is $1.4434$ and $1.2284$. Scaling gave $c_3\approx2^{3/2}=2.83$, a lower bound by Jensen's inequality, and a third-order 2S term of about $0.04$ meV in magnitude.

The momentum formulas, which rest on the kernel integral $K=\int_0^\infty(\sin x-x+x^3/6)\,x^{-5}dx=\pi/48$, are

$$\langle r^3\rangle_{(2)}=\frac{48}\pi\int_0^\infty\frac{dq}{q^4}\left[G^2-1+\frac{q^2R^2}3\right],\qquad\langle r^3\rangle=\frac{48}\pi\int_0^\infty\frac{dq}{q^4}\left[G-1+\frac{q^2R^2}6\right].$$

The perturbation $\delta V$ is the potential energy minus its point-nucleus value $-Z\alpha/r$. The power rule is $\nabla^2r^k=k(k+1)r^{k-2}$, and the delta-function identity is $\nabla^2(1/r)=-4\pi\delta^3(\mathbf r)$. Hence

$$\nabla^2\delta V=4\pi Z\alpha\,[\rho-\delta^3(\mathbf r)],\qquad\int\delta V\,d^3r=\frac{4\pi Z\alpha}6R^2 .$$

Integrations by parts leave no surface terms. The point-nucleus state $\phi$, of energy $E_0$, obeys

$$\phi(r)=\phi_0\left[1-Z\alpha mr+O(r^2/a_B^2)\right],\qquad\phi_0^2=\frac{(Z\alpha m)^3}{\pi n^3},\qquad n=1,2 .$$

The first-order shift is

$$E_1=\phi_0^2\,\frac{2\pi Z\alpha}3\left[R^2-Z\alpha m\langle r^3\rangle\right]+O(\epsilon^4)(Z\alpha)^2m .$$

The model is a muon in the 2S level with $Z=1$, $R=1$ fm, $\hbar c=197.327$ MeV fm, $1/\alpha=137.036$ and $mc^2=105.658$ MeV.

### The level shift: second order

The second order contributes at $\epsilon^3$ as well. It is $E_2=\int\phi\,\delta V\chi\,d^3r$, where the correction $\chi$, orthogonal to $\phi$, obeys

$$\left(-\frac{\nabla^2}{2m}-\frac{Z\alpha}r-E_0\right)\chi=-(\delta V-E_1)\,\phi .$$

Only $r\lesssim R$ matters in $E_2$. There the kinetic term scales as $1/(mR^2)$, while the Coulomb term $Z\alpha/R$ is smaller by $\epsilon$ and $E_0$ by $\epsilon^2$. The leading part $\chi_0$ solves the Poisson equation $\nabla^2\chi_0=2m\phi_0\,\delta V$, whose decaying solution is, by the delta-function identity,

$$\chi_0(\mathbf r)=-\frac{m\phi_0}{2\pi}\int\frac{\delta V(r')}{|\mathbf r-\mathbf r'|}d^3r' .$$

The size of what is dropped can be counted in units $a_B=1$, $\phi_0\sim1$. Since $\int\delta V\,d^3r=\tfrac{2\pi}3\epsilon^2$, $\chi_0$ equals $-\phi_0\epsilon^2/(3r)$ outside the nucleus and is of order $\epsilon$ inside. The rest, $\chi_1=\chi-\chi_0$, has the source $(1/r+E_0)\chi_0-\delta V(\phi-\phi_0)+E_1\phi$. A source $S(r)$ produces near the origin a value of order $\int S\,r\,dr$, cut off at $r\sim1$ where the bound-state terms take over. The piece $\chi_0/r\sim\epsilon^2/r^2$ for $\epsilon<r<1$ gives $\epsilon^2\ln\epsilon$. The same piece inside, $\epsilon/r$ over a range $\epsilon$, gives $\epsilon^2$. The piece $\delta V(\phi-\phi_0)$ is of order 1 over a range $\epsilon$ and gives $\epsilon^2$. The pieces $E_0\chi_0$ and $E_1\phi$, and the multiple of $\phi$ that enforces orthogonality, are of order $\epsilon^2$ too. Multiplied by $\int\delta V\,d^3r\sim\epsilon^2$, all these enter the energy at $\epsilon^4\ln\epsilon$ or $\epsilon^4$. Replacing the outer $\phi$ in $E_2$ by $\phi_0$ drops $\int(\phi-\phi_0)\,\delta V\chi_0\,d^3r\sim\epsilon\cdot\epsilon^{-1}\cdot\epsilon\cdot\epsilon^3=\epsilon^4$. The third order is driven by the source $\delta V\chi_0\sim1$ over a range $\epsilon$ and is $\epsilon^4$. This counting fixes powers and not coefficients.

So $E_2=-\frac{m\phi_0^2}{2\pi}J$ at leading order, with $J=\iint\delta V(r)\,\delta V(r')\,s^{-1}d^3r\,d^3r'$. The power rule applied to $s$ gives $\nabla'^2s^3=12s$ and $\nabla^2s=2/s$, so $1/s=\nabla^2\nabla'^2(s^3/24)$. Moving one Laplacian onto each $\delta V$,

$$J=\frac{(4\pi Z\alpha)^2}{24}\iint[\rho-\delta^3](\mathbf r)\,[\rho-\delta^3](\mathbf r')\,s^3d^3r\,d^3r'=\frac{2\pi^2}3(Z\alpha)^2\left[\langle r^3\rangle_{(2)}-2\langle r^3\rangle\right].$$

The $\rho\rho$ term is the Zemach moment, each cross term gives $-\langle r^3\rangle$, and the $\delta\delta$ term has $s=0$. Here the moment enters the problem: two interactions with the nuclear charge, at $\mathbf r$ and $\mathbf r'$, joined by free propagation of the bound particle. Subtracting twice the second momentum formula from the first leaves the bracket $G^2-2G+1$, so the same combination equals $\frac{48}\pi\int_0^\infty(1-G)^2q^{-4}dq$ and is positive. Thus

$$E_2=-\frac\pi3m(Z\alpha)^2\phi_0^2\left[\langle r^3\rangle_{(2)}-2\langle r^3\rangle\right]$$

is negative, and $c_3-2m_3$ equals $0.9021$ for the exponential and $1.0177$ for the Gaussian.

The cubic part of $E_1$ is $-\frac\pi3m(Z\alpha)^2\phi_0^2\cdot2\langle r^3\rangle$, which cancels the last term of $E_2$. Inserting $\phi_0^2$,

$$\Delta E_{nS}=\frac23\frac{(Z\alpha)^4m^3R^2}{n^3}-\frac{(Z\alpha)^5m^4\langle r^3\rangle_{(2)}}{3n^3}+\dots=\frac{(Z\alpha)^2m}{n^3}\left[\frac23\epsilon^2-\frac{c_3}3\epsilon^3+O(\epsilon^4\ln\epsilon)\right].$$

The cancellation has a physical reading. The term $\langle r^3\rangle$ in $E_1$ came from the cusp $1-Z\alpha mr$, which the point charge imposes on $\phi$. The true wave function in a finite potential has no cusp, and the cross terms of $E_2$, which contain the point charge once, remove its trace. The second term is $-c_3\epsilon/2$ times the first. The expansion needs $\epsilon\ll1$; when the Bohr radius is comparable to $R$, the wave equation must be solved in the full potential.

### Numbers for the model

For $R=1$ fm the shape parameters are $a=R/\sqrt{12}=0.2887$ fm and $\sigma=R/\sqrt3=0.5774$ fm, and the moments are $3.7889$ fm$^3$ and $3.4745$ fm$^3$. With $\epsilon$ and $(Z\alpha)^2mc^2$ taken from the unrounded constants of the program, the leading term, common to both shapes, is

$$\frac23\times\frac{(3.907354\times10^{-3})^2\times5.62645\times10^6\ {\rm meV}}{8}=7.15845\ {\rm meV},$$

or 1730.9 GHz after division by $h$. The cubic terms share the factor

$$\frac{\epsilon^3(Z\alpha)^2m}{3n^3}=\frac{(3.907354\times10^{-3})^3\times5.62645\times10^6\ {\rm meV}}{24}=0.013985\ {\rm meV}.$$

For the exponential, first order gives $-2\times1.4434\times0.013985=-0.04037$ meV and second order $-0.9021\times0.013985=-0.01262$ meV. The sum is $-0.05299$ meV, equal to $-3.7889\times0.013985$ meV, or $-12.81$ GHz. For the Gaussian the pieces are $-2\times1.2284\times0.013985=-0.03436$ meV and $-1.0177\times0.013985=-0.01423$ meV, with sum $-0.04859$ meV, or $-11.75$ GHz. Relative to the leading term these are $-0.00740$ and $-0.00679$.

## Comparison

The estimate $2^{3/2}=2.828$ lies below both exact values, as the bound requires. Relative to the exact value it is low by $1-2.828/3.789=25\%$ for the exponential and by $1-2.828/3.475=19\%$ for the Gaussian. The missing factor is $\langle s^3\rangle/\langle s^2\rangle^{3/2}$, which measures the spread of separations. For the Gaussian, $\rho_2$ has the shape of $\rho$, so the factor is exactly $m_3=1.2284$. For the exponential it is $3.789/2.828=1.34$, which is below that density's own $m_3=1.4434$: a refined estimate that assumed $\rho_2$ to keep the exponential shape would give $2.828\times1.4434=4.08$, high by 8% relative to the exact value.

At equal $R$ the exponential moment exceeds the Gaussian one by the factor $1.0905$. The excess comes from large separations. Integrating $\rho_2s^3$ beyond $s=3R$ gives a share $0.1578$ of the moment for the exponential and $0.0357$ for the Gaussian. The tails contribute $0.1578\times3.789=0.598$ and $0.0357\times3.475=0.124$ to $c_3$. Their difference, $0.474$, is larger than the total difference $3.789-3.475=0.314$, so separations below $3R$ contribute less for the exponential ($3.19$) than for the Gaussian ($3.35$).

The energy estimate of about $0.04$ meV had the right power of $\epsilon$, and the exact coefficient $c_3/3$ turns it into $0.053$ and $0.049$ meV. Scaling did not give the sign, nor show that the cubed length is the Zemach moment and not $\langle r^3\rangle$; first order alone would have given $2m_3$ in place of $c_3$.

The numerical check tests these results by independent routes. A quadrature of the definition over $r$, $r'$ and $\mu$ and the momentum integrals both return $3.788861$ and $3.474507$. Random pairs of points in Cartesian coordinates give $3.7988\pm0.0067$ and $3.4732\pm0.0044$, about 1.5 and 0.3 standard errors from the exact values. The integral $J$, computed in real space from Gauss's law, is tested against $c_3-2m_3$. The Schrödinger equation in the full potential is solved numerically at three small values of $\epsilon$, and the cubic coefficient is extrapolated to $\epsilon\to0$ with a correction of the form $A\epsilon\ln\epsilon+B\epsilon$; it returns $3.7889$ and $3.4745$ for both 1S and 2S, and the first-order part, integrated with the exact Coulomb wave function, is tested separately against $m_3$. The difference of the two fits then reproduces $c_3-2m_3$ by construction and is no further test. The agreement of the extrapolated coefficients with $c_3$ and $m_3$ supports the power counting of the dropped terms.

For the model, the numerical 2S shifts and the two-term formula compare as follows, in meV.

| shape | two terms | numerical | remainder |
|---|---|---|---|
| exponential | 7.10546 | 7.10530 | −0.00016 |
| Gaussian | 7.10986 | 7.10964 | −0.00021 |

The remainders are formed before rounding. Relative to the Zemach term they are 0.3% and 0.4% in magnitude. Relative to the leading term they are $2\times10^{-5}$ and $3\times10^{-5}$, to be set against $\epsilon^2=1.5\times10^{-5}$, which fits a term of fourth order. They are smaller than a logarithm with unit coefficient would suggest, since $|\ln\epsilon|\approx5.5$; the counting above does not fix the coefficients of $\epsilon^4\ln\epsilon$ and $\epsilon^4$, and they are not derived here. The difference between the two shapes is $-0.00440$ meV from the Zemach terms and $-0.00435$ meV numerically, so at fixed $R$ the moment accounts for the shape dependence of the level to about 1% of that difference.

The five decimals serve to compare two solutions of the same Schrödinger problem and overstate what the model says about an atom. The bound particle has a speed of order $Z\alpha$, and $(Z\alpha)^2$ times the leading term is $0.0004$ meV. The relativistic correction to the size shift is larger than this by a logarithm. For a spin-½ particle the Dirac S-state density near a point charge grows as $(r/a_B)^{-(Z\alpha)^2}$, which at $r\sim R$ is an enhancement $1+(Z\alpha)^2|\ln\epsilon|$. With $|\ln\epsilon|\approx5.5$ this gives about $0.002$ meV, up to a constant beside the logarithm that is not computed here. This scale is about ten times the remainders and about half the shape difference, although the logarithm multiplies the $R^2$ term and is common to both shapes. Its ratio to the Zemach term is of order $(Z\alpha)^2|\ln\epsilon|/\epsilon=Z\alpha|\ln\epsilon|/(mR)$, which is a few percent for the muon but grows as the mass falls; for an electron, roughly 200 times lighter, it exceeds one, and the relativistic correction outweighs the nonrelativistic third-order term. For the muon a larger effect lies outside the model. Electron vacuum polarization modifies the Coulomb potential over a range $\hbar/(2m_ec)\approx193$ fm, comparable to $a_B$, and raises the $R^2$ term by about 0.6%, roughly $0.04$ meV for the 2S level here. This is the same size as the Zemach term and of opposite sign, although, being proportional to $R^2$ at leading order, it is common to both shapes. A nucleus of finite mass $M$ replaces $m$ by the reduced mass, which enters the Zemach term to the fourth power, and adds recoil corrections in $m/M$. Finally, the nucleus was taken as rigid, so that it stays in its ground state between the two interactions in $J$. If it can be excited, those intermediate states add a polarizability term that also has two Coulomb interactions at short distance and so carries the factor $\alpha^2\phi_0^2$, the same power of $\alpha$ as the Zemach term, while its further dependence on the nucleus is set by the excitations. That term is not determined by $\rho$, and for a real nucleus the Zemach term is only the elastic part of the shift at this order.

## Numbers as computed

```
kernel integral = 0.06544985, pi/48 = 0.06544985
exponential Z3/a^3 (symbolic) = 315/2 = 157.5000
Jensen bound 2^(3/2) = 2.828427
exp: <r^3>/R^3 = 1.443376, c3 formula = 3.788861, c3-2m3 = 0.902110
exp: c3 direct quadrature = 3.788861, momentum = 3.788861
exp: c3 Monte Carlo = 3.7988 +- 0.0067; share from s>3R = 0.1578
exp 1S Schroedinger: c3 = 3.7889, m3 = 1.4434, c3-2m3 = 0.9021
exp 2S Schroedinger: c3 = 3.7889, m3 = 1.4434, c3-2m3 = 0.9021
gauss: <r^3>/R^3 = 1.228424, c3 formula = 3.474507, c3-2m3 = 1.017659
gauss: c3 direct quadrature = 3.474507, momentum = 3.474507
gauss: c3 Monte Carlo = 3.4732 +- 0.0044; share from s>3R = 0.0357
gauss 1S Schroedinger: c3 = 3.4745, m3 = 1.2284, c3-2m3 = 1.0177
gauss 2S Schroedinger: c3 = 3.4745, m3 = 1.2284, c3-2m3 = 1.0177
ratio c3(exp)/c3(gauss) = 1.09047
example: Z = 1, n = 2, R = 1.0 fm, muon mc^2 = 105.65838 MeV
hbar c = 197.32698 MeV fm, 1/alpha = 137.03600
Bohr radius = 255.928 fm, eps = 3.907354e-03
(Z alpha)^2 mc^2 = 5.62645e+06 meV
a = 0.288675 fm, sigma = 0.577350 fm
R^2 term = 7.15845 meV = 1730.91 GHz
eps^3 (Z alpha)^2 mc^2/(3 n^3) = 0.013985 meV
exp: Z3 = 3.78886 fm^3, <r^3> = 1.44338 fm^3
exp: eps^3 first order = -0.04037 meV, second = -0.01262 meV
exp: Zemach term = -0.05299 meV = -12.813 GHz, ratio to R^2 term = -0.00740
exp: sum = 7.10546 meV, exact = 7.10530 meV, remainder = -0.00016 meV
gauss: Z3 = 3.47451 fm^3, <r^3> = 1.22842 fm^3
gauss: eps^3 first order = -0.03436 meV, second = -0.01423 meV
gauss: Zemach term = -0.04859 meV = -11.749 GHz, ratio to R^2 term = -0.00679
gauss: sum = 7.10986 meV, exact = 7.10964 meV, remainder = -0.00021 meV
exp - gauss: Zemach terms -0.00440 meV, exact -0.00435 meV
scale (Z alpha)^2 x R^2 term = 0.00038 meV
```
